# Face conductivity between silicon and oxide in a self-heating calculation: verification in Python

```python
# RESULT UNDER TEST
# For steady heat flow normal to a silicon/oxide boundary midway between two
# cell centres, with perfect contact and no source between the centres, the
# face conductivity is 2*k_si*k_ox/(k_si+k_ox), not (k_si+k_ox)/2.
#
# SYMBOLS AND UNITS
# k_si, k_ox : conductivities of silicon film and oxide, W/(m K)
# h          : distance between cell centres, nm
# flux       : heat flow per area, mW/um^2
# resistance : temperature drop per flux, K um^2/mW
# These units are consistent: 1 nm/(W/(m K)) = 1 K um^2/mW.
# All temperatures inside the solvers are rises above the oxide underside.

import numpy as np
from scipy.constants import e as electron_charge
from scipy.integrate import quad
from scipy.linalg import solve_banded


def harmonic(a, b):
    return 2 * a * b / (a + b)


def arithmetic(a, b):
    return (a + b) / 2


def block_conductivity(dx, dy, k, direction):
    """Effective conductivity from bilinear finite elements.

    k[i, j] is constant in each element; no face averaging is used.
    Opposite ends are held at 1 and 0, the other sides are insulated.
    """
    nx, ny = len(dx), len(dy)
    stiffness = np.zeros(((nx + 1) * (ny + 1),) * 2)
    slope = np.array([[1., -1.], [-1., 1.]])
    mass = np.array([[2., 1.], [1., 2.]]) / 6
    for i in range(nx):
        for j in range(ny):
            first = i * (ny + 1) + j
            nodes = [first, first + 1, first + ny + 1, first + ny + 2]
            local = k[i, j] * (np.kron(slope / dx[i], mass * dy[j])
                               + np.kron(mass * dx[i], slope / dy[j]))
            stiffness[np.ix_(nodes, nodes)] += local
    ix, iy = np.divmod(np.arange(len(stiffness)), ny + 1)
    position, last = (ix, nx) if direction == "x" else (iy, ny)
    temperature = np.where(position == 0, 1.0, 0.0)
    free = (position > 0) & (position < last)
    load = -(stiffness @ temperature)[free]
    temperature[free] = np.linalg.solve(stiffness[np.ix_(free, free)], load)
    heat = temperature @ stiffness @ temperature
    length, width = (sum(dx), sum(dy))
    if direction == "y":
        length, width = width, length
    return heat * length / width


def solve_stack(h, face_rule, volume_source=False):
    """Finite-volume temperature rises at cell centres, from the top down."""
    n_si, n_ox = round(film / h), round(oxide / h)
    k = np.array([k_si] * n_si + [k_ox] * n_ox)
    n = len(k)
    matrix, source = np.zeros((n, n)), np.zeros(n)
    for i in range(n - 1):
        g = face_rule(k[i], k[i + 1]) / h
        matrix[i:i + 2, i:i + 2] += g * np.array([[1, -1], [-1, 1]])
    matrix[-1, -1] += 2 * k[-1] / h
    if volume_source:
        source[:n_si] = flux * h / film
    else:
        source[0] = flux
    return np.linalg.solve(matrix, source)


def direct_rise(depth, volume_source=False):
    """Integrate local flux/conductivity from depth to the oxide underside."""
    def gradient(x):
        inside = x < film
        local_flux = flux * x / film if volume_source and inside else flux
        return local_flux / (k_si if inside else k_ox)
    if depth < film:
        return quad(gradient, depth, film)[0] + quad(gradient, film, film + oxide)[0]
    return quad(gradient, depth, film + oxide)[0]


def solve_fin(width, heated, dx, decay):
    """Film rise for unit local source: decay^2*T'' - T + source = 0.

    The ends are insulated and the source occupies the central heated part.
    """
    n = round(width / dx)
    x = (np.arange(n) + 0.5) * dx - width / 2
    source = (np.abs(x) < heated / 2).astype(float)
    coupling = (decay / dx)**2
    bands = np.zeros((3, n))
    bands[0, 1:] = bands[2, :-1] = -coupling
    bands[1] = 1 + 2 * coupling
    bands[1, [0, -1]] -= coupling
    return x, source, solve_banded((1, 1), bands, source)


def centre_length(a, b):
    """Centre rise times k/flux for a heated rectangle on a half-space.

    It is the area integral of 1/(2*pi*r), evaluated in polar coordinates.
    """
    corner = np.arctan2(b, a)
    part1 = quad(lambda t: a / (2 * np.cos(t)), 0, corner)[0]
    part2 = quad(lambda t: b / (2 * np.sin(t)), corner, np.pi / 2)[0]
    return 4 * (part1 + part2) / (2 * np.pi)


# Rough parameters of a thin silicon-on-insulator transistor array
k_si, k_ox, k_bulk = 10.0, 1.4, 148.0
film, oxide, flux, base = 10.0, 20.0, 2.0, 300.0
array_side, pitch, heated = 1000.0, 100.0, 30.0
contact, k_inplane, k_upper = 2.0, 15.0, 3.0
oxide_exponent, heat_capacity = 0.3, 1.65e6  # J/(m^3 K)

# Normal and parallel flow, tested for three conductivity pairs
dx, dy = np.full(4, 2.5), np.full(4, 2.5)
for a, b in [(k_si, k_ox), (k_bulk, k_ox), (3.0, 7.0)]:
    layers = np.repeat(np.array([a, a, b, b])[:, None], 4, axis=1)
    normal = block_conductivity(dx, dy, layers, "x")
    parallel = block_conductivity(dx, dy, layers, "y")
    assert np.isclose(normal, harmonic(a, b), rtol=1e-9)
    assert np.isclose(parallel, arithmetic(a, b), rtol=1e-9)
    assert np.isclose(arithmetic(a, b) / normal, (a + b)**2 / (4 * a * b))
    if (a, b) == (k_si, k_ox):
        fem_normal, fem_parallel = normal, parallel

# Unequal halves and a contact represented by a very thin resistive layer
thin = 1e-5
for d_si, d_ox in [(3.0, 7.0), (5.0, 5.0)]:
    widths = np.array([d_si, thin, d_ox])
    layers = np.repeat(np.array([k_si, thin / contact, k_ox])[:, None], 2, axis=1)
    measured = block_conductivity(widths, np.array([2., 3.]), layers, "x")
    expected = (d_si + d_ox) / (d_si / k_si + d_ox / k_ox + contact)
    # The finite thin layer adds about one part per million to the length.
    assert np.isclose(measured, expected, rtol=1e-5)
k_contact = expected

# Surface rise on successive meshes, compared with direct integration
exact_surface = direct_rise(0.0)
missing_per_h = (k_si - k_ox)**2 / (2 * k_si * k_ox * (k_si + k_ox))
mesh_results = []
for h in [10.0, 5.0, 2.5, 1.25]:
    good, bad = solve_stack(h, harmonic), solve_stack(h, arithmetic)
    good_surface = good[0] + flux * h / (2 * k_si)
    bad_surface = bad[0] + flux * h / (2 * k_si)
    centres = (np.arange(len(good)) + 0.5) * h
    assert np.allclose(good, [direct_rise(x) for x in centres], rtol=1e-8)
    assert np.isclose(exact_surface - bad_surface, flux * h * missing_per_h)
    for answer in (good, bad):
        assert np.isclose(2 * k_ox * answer[-1] / h, flux)
    mesh_results.append((h, good_surface, bad_surface))
    sourced = solve_stack(h, harmonic, True)
    offset = sourced[0] - direct_rise(h / 2, True)
    assert np.isclose(offset, (flux / film) * h**2 / (8 * k_si), atol=1e-8)
    if h == 10.0:
        source_offset = offset
        bottom_outflow = 2 * k_ox * bad[-1] / h

# Face values for the coarsest mesh
h = 10.0
t_p, t_n = direct_rise(film - h / 2), direct_rise(film + h / 2)
drop = t_p - t_n
face = (k_si * t_p + k_ox * t_n) / (k_si + k_ox)
assert np.isclose(face, direct_rise(film))
assert np.isclose(harmonic(k_si, k_ox) * drop / h, flux)

# Neglected lateral structure in the film
decay = np.sqrt(k_inplane * film * oxide / k_ox)
x, source, rise = solve_fin(pitch, heated, 0.1, decay)
peak_ratio = rise.max() / rise.mean()
closed_peak = (1 - np.sinh((pitch - heated) / (2 * decay))
               / np.sinh(pitch / (2 * decay))) * pitch / heated
assert np.isclose(peak_ratio, closed_peak, rtol=1e-3)
x, source, rise = solve_fin(3 * array_side, array_side, 1.0, decay)
edge_loss = 1 - rise[source > 0].sum() / rise.sum()
closed_loss = decay / array_side * (1 - np.exp(-array_side / decay))
assert np.isclose(edge_loss, closed_loss, rtol=2e-3)

# Other neglected effects
spread = centre_length(array_side, array_side)
assert np.isclose(spread, 2 * array_side * np.arcsinh(1) / np.pi)
substrate_rise = flux * spread / k_bulk
down = exact_surface / flux + spread / k_bulk
upward_fraction = down / (down + spread / k_upper)
power = 1 + oxide_exponent
warm_oxide = base * ((1 + power * flux * oxide / (k_ox * base))**(1 / power) - 1)
conducted = quad(lambda t: k_ox * (t / base)**oxide_exponent,
                 base, base + warm_oxide)[0]
assert np.isclose(conducted, flux * oxide)
oxide_change = warm_oxide - direct_rise(film)
half_film_change = flux * film / (k_si / 2) - flux * film / k_si
source_place_change = direct_rise(0.0, True) - exact_surface
oxide_time = (oxide * 1e-9)**2 * heat_capacity / k_ox * 1e9

print(f"Film thickness: {film:.0f} nm; oxide thickness: {oxide:.0f} nm")
print(f"Film conductivity (rough): {k_si:.1f} W/(m K)")
print(f"Oxide conductivity (rough): {k_ox:.1f} W/(m K)")
print(f"Heat flux: {flux:.1f} mW/um^2; base temperature: {base:.0f} K")
print(f"Array side: {array_side:.0f} nm; power: {flux*(array_side/1000)**2:.1f} mW")
print(f"Harmonic mean: {harmonic(k_si, k_ox):.4f} W/(m K)")
print(f"Harmonic mean converted: "
      f"{harmonic(k_si, k_ox)*1e-19/electron_charge:.4f} eV/(ns angstrom K)")
print(f"Arithmetic mean: {arithmetic(k_si, k_ox):.4f} W/(m K)")
print(f"Finite elements, normal flow: {fem_normal:.4f} W/(m K)")
print(f"Finite elements, parallel flow: {fem_parallel:.4f} W/(m K)")
print(f"Arithmetic/harmonic, film: {arithmetic(k_si,k_ox)/harmonic(k_si,k_ox):.3f}")
print(f"Bulk silicon conductivity (rough): {k_bulk:.0f} W/(m K)")
print(f"Harmonic mean, bulk silicon/oxide: {harmonic(k_bulk,k_ox):.4f} W/(m K)")
print(f"Arithmetic/harmonic, bulk: "
      f"{arithmetic(k_bulk,k_ox)/harmonic(k_bulk,k_ox):.2f}")
print(f"For h = {h:.0f} nm: silicon half resistance {h/(2*k_si):.4f} K um^2/mW")
print(f"For h = {h:.0f} nm: oxide half resistance {h/(2*k_ox):.4f} K um^2/mW")
print(f"Missing resistance, arithmetic: {h*missing_per_h:.4f} K um^2/mW")
print(f"Silicon centre rise: {t_p:.3f} K; oxide centre rise: {t_n:.3f} K")
print(f"Centre-to-centre drop: {drop:.3f} K")
print(f"True face rise: {face:.3f} K; midpoint value: {(t_p+t_n)/2:.3f} K")
print(f"Midpoint assumption, silicon-side flux: {k_si*drop/h:.3f} mW/um^2")
print(f"Midpoint assumption, oxide-side flux: {k_ox*drop/h:.3f} mW/um^2")
print(f"Arithmetic flux at true drop: {arithmetic(k_si,k_ox)*drop/h:.3f} mW/um^2")
print(f"Surface rise by direct integration: {exact_surface:.3f} K")
print(f"Surface temperature: {base+exact_surface:.2f} K")
for h, good_surface, bad_surface in mesh_results:
    print(f"Mesh {h:.2f} nm: harmonic {good_surface:.3f} K, arithmetic "
          f"{bad_surface:.3f} K, shortfall {exact_surface-bad_surface:.3f} K")
print(f"Relative shortfall, 10 nm mesh: "
      f"{100*(1-mesh_results[0][2]/exact_surface):.1f} %")
print(f"Bottom outflow, arithmetic, 10 nm mesh: {bottom_outflow:.3f} mW/um^2")
print(f"Harmonic centre error with volume source, 10 nm: {source_offset:.3f} K")
print(f"Contact resistance per boundary (rough): {contact:.1f} K um^2/mW")
print(f"Face conductivity with contact, 10 nm: {k_contact:.4f} W/(m K)")
print(f"Neglected rise from two contacts: {2*flux*contact:.2f} K")
print(f"Neglected substrate rise at array centre: {substrate_rise:.2f} K")
print(f"In-plane film conductivity (rough): {k_inplane:.1f} W/(m K)")
print(f"Lateral decay length: {decay:.1f} nm")
print(f"Finger pitch: {pitch:.0f} nm; heated length: {heated:.0f} nm")
print(f"Finger peak/mean film rise: {peak_ratio:.3f}")
print(f"Finger peak above mean: {(peak_ratio-1)*direct_rise(film):.2f} K")
print(f"Heat lost past one pair of array edges: {100*edge_loss:.1f} %")
print(f"Conductivity above transistors (rough): {k_upper:.1f} W/(m K)")
print(f"Estimated upward heat fraction: {100*upward_fraction:.1f} %")
print(f"Oxide conductivity temperature exponent (rough): {oxide_exponent:.1f}")
print(f"Change from warmer oxide: {oxide_change:.2f} K")
print(f"Change if film conductivity is halved: {half_film_change:.2f} K")
print(f"Change if heat is spread through film: {source_place_change:.2f} K")
print(f"Oxide heat capacity (rough): {heat_capacity/1e6:.2f} MJ/(m^3 K)")
print(f"Oxide diffusion time, thickness^2/diffusivity: {oxide_time:.2f} ns")
print("verified")
```

It prints:

```
Film thickness: 10 nm; oxide thickness: 20 nm
Film conductivity (rough): 10.0 W/(m K)
Oxide conductivity (rough): 1.4 W/(m K)
Heat flux: 2.0 mW/um^2; base temperature: 300 K
Array side: 1000 nm; power: 2.0 mW
Harmonic mean: 2.4561 W/(m K)
Harmonic mean converted: 1.5330 eV/(ns angstrom K)
Arithmetic mean: 5.7000 W/(m K)
Finite elements, normal flow: 2.4561 W/(m K)
Finite elements, parallel flow: 5.7000 W/(m K)
Arithmetic/harmonic, film: 2.321
Bulk silicon conductivity (rough): 148 W/(m K)
Harmonic mean, bulk silicon/oxide: 2.7738 W/(m K)
Arithmetic/harmonic, bulk: 26.93
For h = 10 nm: silicon half resistance 0.5000 K um^2/mW
For h = 10 nm: oxide half resistance 3.5714 K um^2/mW
Missing resistance, arithmetic: 2.3170 K um^2/mW
Silicon centre rise: 29.571 K; oxide centre rise: 21.429 K
Centre-to-centre drop: 8.143 K
True face rise: 28.571 K; midpoint value: 25.500 K
Midpoint assumption, silicon-side flux: 8.143 mW/um^2
Midpoint assumption, oxide-side flux: 1.140 mW/um^2
Arithmetic flux at true drop: 4.641 mW/um^2
Surface rise by direct integration: 30.571 K
Surface temperature: 330.57 K
Mesh 10.00 nm: harmonic 30.571 K, arithmetic 25.937 K, shortfall 4.634 K
Mesh 5.00 nm: harmonic 30.571 K, arithmetic 28.254 K, shortfall 2.317 K
Mesh 2.50 nm: harmonic 30.571 K, arithmetic 29.413 K, shortfall 1.159 K
Mesh 1.25 nm: harmonic 30.571 K, arithmetic 29.992 K, shortfall 0.579 K
Relative shortfall, 10 nm mesh: 15.2 %
Bottom outflow, arithmetic, 10 nm mesh: 2.000 mW/um^2
Harmonic centre error with volume source, 10 nm: 0.250 K
Contact resistance per boundary (rough): 2.0 K um^2/mW
Face conductivity with contact, 10 nm: 1.6471 W/(m K)
Neglected rise from two contacts: 8.00 K
Neglected substrate rise at array centre: 7.58 K
In-plane film conductivity (rough): 15.0 W/(m K)
Lateral decay length: 46.3 nm
Finger pitch: 100 nm; heated length: 30 nm
Finger peak/mean film rise: 1.209
Finger peak above mean: 5.97 K
Heat lost past one pair of array edges: 4.6 %
Conductivity above transistors (rough): 3.0 W/(m K)
Estimated upward heat fraction: 9.3 %
Oxide conductivity temperature exponent (rough): 0.3
Change from warmer oxide: -0.39 K
Change if film conductivity is halved: 2.00 K
Change if heat is spread through film: -1.00 K
Oxide heat capacity (rough): 1.65 MJ/(m^3 K)
Oxide diffusion time, thickness^2/diffusivity: 0.47 ns
verified
```
